The two Poisson ratios of silicon under [110] uniaxial stress

**Question**

I have a silicon channel on a (001) wafer, with its length along [110], its width along [1-10] and its height along [001]. It is pulled along its length. I am asked to show that the Poisson ratio is about 0.06 for the width and about 0.36 for the height, and I can't get either number.

My elastic constants are C11 = 166 GPa, C12 = 64 GPa and C44 = 80 GPa. First I used C12/(C11 + C12), which gives 0.28 for both directions. Then I noticed that [110] lies halfway between the x and y cube axes, so I put half the stress on x and half on y. Now the width grows as much as the length, which would be a Poisson ratio of −1. What am I missing? And if I do get 0.06 and 0.36, can I trust them for a real channel?

**Answer**

Your first formula belongs to a pull along a cube edge. Your second attempt is closer, but it leaves out a shear stress. Half the stress on x and half on y, with nothing else, is an equal pull in every direction of the xy plane, so it cannot tell length from width. The missing shear makes the load uniaxial.

I take tension as positive, small strains, a uniform stress σ along the length, and no force on the side faces. The unit vectors along length, width and height are

L = (1, 1, 0)/√2,  W = (1, −1, 0)/√2,  H = (0, 0, 1).

Each Poisson ratio is minus a transverse strain divided by the length strain:

ν_W = −ε_W/ε_L,  ν_H = −ε_H/ε_L.

**The stress on the cube axes**

For a pure pull along L, the stress components are

σij = σ Li Lj.

To see why, take a face with unit normal m. The force per area on it is Σj σij mj = σ Li (L·m). On the end face, m = L, this is σ along L. On the side faces, m = W or H, it is zero because L·m = 0. That is the load we want. Inserting Lx = Ly = 1/√2 and Lz = 0,

σxx = σyy = σ/2,  σxy = σ/2,  σzz = σxz = σyz = 0.

Your second attempt had the first two components and lacked σxy.

**Hooke's law solved for the strains**

In a cubic crystal, referred to its cube axes,

σxx = C11 εxx + C12 (εyy + εzz),
σxy = 2 C44 εxy,

and likewise for the other axes. Here εxy is the tensor shear strain, half the engineering shear strain, which is why a 2 appears.

Let Δ = εxx + εyy + εzz. The first equation can be written

σxx = (C11 − C12) εxx + C12 Δ.

Adding the three equations of this kind gives

σxx + σyy + σzz = (C11 − C12) Δ + 3 C12 Δ = (C11 + 2C12) Δ.

Solve this for Δ, put it into the line above, and solve for εxx:

εxx = [σxx − C12 (σxx + σyy + σzz)/(C11 + 2C12)]/(C11 − C12).

With the abbreviation

D = (C11 − C12)(C11 + 2C12),

the factor multiplying σxx is (C11 + 2C12 − C12)/D, and the factor multiplying σyy or σzz is −C12/D. So

εxx = S11 σxx + S12 (σyy + σzz),
S11 = (C11 + C12)/D,  S12 = −C12/D.

For the shear, with S44 = 1/C44,

εxy = σxy/(2C44) = S44 σxy/2.

Now insert the stresses:

εxx = εyy = (S11 + S12) σ/2,
εzz = S12 (σ/2 + σ/2) = S12 σ,
εxy = S44 σ/4.

The other two shear strains are zero.

**From the cube axes to the channel axes**

The strain along a unit vector m is Σij mi mj εij. For the length, mx = my = 1/√2. The shear term counts twice, once as xy and once as yx:

ε_L = εxx/2 + εyy/2 + 2·(1/2) εxy = εxx + εxy.

For the width, my changes sign, and so does the shear term:

ε_W = εxx/2 + εyy/2 − 2·(1/2) εxy = εxx − εxy.

For the height, ε_H = εzz. The shear strain between length and width is

Σij Li Wj εij = (εxx − εxy + εxy − εyy)/2 = 0,

and those involving the height vanish because εxz = εyz = 0. A rectangular block therefore stays rectangular.

Written out,

ε_L = (σ/4) [2(S11 + S12) + S44],
ε_W = (σ/4) [2(S11 + S12) − S44],
ε_H = S12 σ.

Dividing, and keeping the minus sign of the definition,

ν_W = [S44 − 2(S11 + S12)]/[S44 + 2(S11 + S12)],
ν_H = −4 S12/[S44 + 2(S11 + S12)].

To return to the stiffnesses, note that S11 + S12 = (C11 + C12 − C12)/D = C11/D. Multiply each numerator and denominator by D C44. Then S44 becomes D, 2(S11 + S12) becomes 2C11C44, and −4S12 becomes 4C12C44:

ν_W = (D − 2C11C44)/(D + 2C11C44),
ν_H = 4C12C44/(D + 2C11C44).

**The numbers for silicon**

Your constants are room-temperature values for silicon rounded to whole GPa. They give

D = (166 − 64)(166 + 128) = 102 × 294 = 29988 GPa²,
2C11C44 = 2 × 166 × 80 = 26560 GPa²,
4C12C44 = 4 × 64 × 80 = 20480 GPa².

The common denominator is 29988 + 26560 = 56548 GPa², so

ν_W = (29988 − 26560)/56548 = 3428/56548 = 0.061,
ν_H = 20480/56548 = 0.362.

These are the 0.06 and 0.36 you were asked for.

Young's modulus along the channel follows from ε_L = σ/E:

E = 4/[S44 + 2(S11 + S12)] = 4/(0.012500 + 0.011071) GPa = 170 GPa.

**Why the width hardly changes**

Take a block 100 nm on each side under a tension of 1 GPa. The strains on the cube axes are

εxx = εyy = 0.277 %,  εxy = 0.313 %,  εzz = −0.213 %.

The two normal stresses stretch the xy plane equally in all directions, by 0.277 %. The shear adds 0.313 % along the length and takes the same amount from the width:

ε_L = 0.277 % + 0.313 % = 0.589 %,
ε_W = 0.277 % − 0.313 % = −0.036 %,

where the sums are formed before rounding. The block becomes 0.589 nm longer, 0.036 nm narrower and 0.213 nm lower. The small width ratio is thus what remains of two larger, opposing strains. Without the shear you would have ε_W = ε_L, which is your −1.

The [110] pull supplies the two opposing terms (a pull along a cube edge has no shear term), but how nearly they cancel depends on the elastic constants. With C11 and C12 held fixed, ν_W vanishes when D = 2C11C44, that is, at

C44 = D/(2C11) = 29988/332 GPa = 90.3 GPa.

A crystal with the same C11 and C12 but a C44 above this value would grow wider when pulled along [110]. Silicon, at 80 GPa, lies somewhat below the crossing.

**Why the height ratio exceeds 0.28**

Pull along [100] instead. Then σxx = σ is the one nonzero stress, so εxx = S11σ and εyy = εzz = S12σ. Both transverse ratios are

−S12/S11 = C12/(C11 + C12) = 64/230 = 0.278,

which was your first result.

The height strain is S12σ in both cases, because the height responds to σxx + σyy, and this sum is σ either way. What differs is the length strain. Young's modulus along [100] is 1/S11 = 1/0.007670 GPa = 130 GPa, against 170 GPa along [110]. At equal stress the [110] channel stretches less, so the same loss of height is divided by a smaller number. The ratio rises by the factor 169.7/130.4 = 1.30, from 0.278 to 0.362.

**Two checks you can do by hand**

The first is the isotropic limit, C11 − C12 = 2C44. There D = 2C44(C11 + 2C12), so the numerator of ν_W becomes

D − 2C11C44 = 2C44(C11 + 2C12 − C11) = 4C12C44,

the same as that of ν_H. The denominator becomes 2C44(2C11 + 2C12) = 4C44(C11 + C12). Both ratios reduce to C12/(C11 + C12), as they must when no direction is special. In silicon, isotropy would require C44 = 51 GPa with the other two constants unchanged.

The second is the volume. To first order, its relative change is Δ = σ/(C11 + 2C12), since the three normal stresses add up to σ. On the channel axes it is also ε_L(1 − ν_W − ν_H), with ε_L = σ/E. Equating the two,

ν_W + ν_H = 1 − E/(C11 + 2C12) = 1 − 169.7/294 = 0.423.

The separate values give 0.0606 + 0.3622 = 0.4228, in agreement. For the block at 1 GPa, the volume grows by 0.34 %.

**Other side faces**

If the cross-section is turned about the channel axis, a transverse direction has the form m = W cos φ + H sin φ. There is no shear strain between W and H, so the cross term drops out of the strain along m, and

ν(φ) = ν_W cos²φ + ν_H sin²φ.

At φ = 45° this is half the sum found above, 0.21. So 0.06 and 0.36 are the smallest and largest transverse ratios for a [110] pull, and a single "Poisson ratio of silicon" cannot replace them.

**What happens if the sides are not free**

This matters most for a real channel. Let a stress fσ also act along the width. Young's modulus along [1-10] is again E, because a quarter turn about [001] carries one direction into the other. The same symmetry gives the same ratio ν_W between them. Adding the two responses,

ε_L = (σ/E)(1 − f ν_W),
ε_W = (σ/E)(f − ν_W),
ε_H = −(σ/E) ν_H (1 + f).

For f = 0.05 the apparent ratios are

−ε_W/ε_L = (0.0606 − 0.05)/(1 − 0.05 × 0.0606) = 0.011,
−ε_H/ε_L = 0.3622 × 1.05/(1 − 0.05 × 0.0606) = 0.381.

A width stress of 5 % of the main stress removes most of the apparent width ratio, while the height ratio rises by about 5 % of its value. The material's own Poisson ratios have not changed; the load is no longer uniaxial.

Now suppose the width is held fixed, as in a channel much wider than it is long with its neighbours preventing any sideways motion. Setting ε_W = 0 gives f = ν_W, so the constraint needs a width stress of just 6 % of the main one. The height ratio is then

ν_H (1 + ν_W)/(1 − ν_W²) = ν_H/(1 − ν_W) = 0.3622/0.9394 = 0.386.

**How far to trust the values for a device**

A channel stress of 1 GPa is a rough typical size for strained silicon transistors. Your elastic constants describe pure bulk silicon near room temperature. In a device, the gate, the substrate and other neighbouring material can push or pull on the sides of the channel, so the free-side assumption may fail. The size of the shift depends on those forces; the examples above show that even a small width stress matters. The stress also varies from place to place. For a real structure, use the elastic constants in a full stress calculation rather than multiplying the length strain by 0.06.

Other effects, each taken alone, move the ratios as follows.

- Rounding. Changing each constant by 0.5 GPa up or down, in all eight combinations, gives ν_W from 0.055 to 0.066 and ν_H from 0.356 to 0.368. With these rounded constants each ratio is therefore uncertain by about ±0.006: the third decimal has no weight, and the second can move by one unit.

- Doping. Heavy n-type doping softens C11 − C12, by roughly 2 to 5 % at 2 to 5 × 10¹⁹ electrons per cm³ and by more at higher densities. I assume a drop of 3 %, with C11 + 2C12 and C44 held fixed. Then C11 − C12 = 98.9 GPa and C11 = 164.0 GPa, and the formulas give ν_W = 0.052 and ν_H = 0.376. The width ratio falls by about 15 % of its value, because D and 2C11C44 nearly cancel in its numerator. The height ratio has no such cancellation and changes by about 4 %. Any softening of C44, left out here, acts against the fall in the width ratio: if C44 were also 1 % lower, that fall would be about 7 % instead of 15 %.

- Large strain. I added third-order elastic terms to the energy, with the rough constants C111, C112, C123, C144, C155 = −800, −450, −60, 10, −300 GPa, and solved numerically for the stretches that leave the sides free. With each strain taken as change of length over original length, 1 GPa of tension gives 0.059 and 0.364, and 1 GPa of compression gives 0.062 and 0.360. With logarithmic strains the height ratio would be about 0.0015 higher in tension and lower in compression. In the linear theory, compression reverses all three strains and leaves the ratios alone.

- Temperature. With rough relative changes of −7, −9 and −6 × 10⁻⁵ per kelvin for C11, C12 and C44, warming by 100 K lowers each ratio by less than 0.001. Errors of 1 × 10⁻⁵ per kelvin in these coefficients could reverse the sign of the change, but would keep its size below 0.002.

- Alignment. Turning the stress by 1° within the wafer plane, and measuring the width at right angles to it, also changes each ratio by less than 0.001.

So 0.06 and 0.36 are sound values for silicon with few free electrons (the softening above follows the electron density, which can also be high in the inversion layer of a switched-on n-channel) and with free sides, provided the channel is thick enough for bulk elastic constants to hold. At a thickness of a few nanometres, the surfaces can shift both ratios. Of the two, the width value is much the more delicate: a change that barely shows in the height ratio can alter it by a large fraction.
